**Permeation time lag for constant-flux hydrogen charging**

For an initially empty membrane of thickness $L$ and diffusivity $D$, a constant net entry flux $J_0$ gives the time lag $L^2/(2D)$, while a constant entry concentration gives $L^2/(6D)$. The program solves a finite-volume membrane by diagonalization and reads each lag from the late straight line of the cumulative exit amount. It asserts agreement with both lag formulas, both flux series, the early entry surge and the early rise of the entry concentration. It also asserts the lag formulas for linear hydrogen return at the entry and finite transfer at the exit, and it tests the saturable-trap formula by a separate nonlinear time integration. For $L=1$ mm and $D=10^{-6}$ cm²/s, the output shows a constant-flux lag of 5000 s, from which the constant-concentration formula infers $3.33\times10^{-7}$ cm²/s. When only 0.5% of the supplied hydrogen is absorbed in the linear-return model, the lag falls to 1683 s, close to the constant-concentration value.

## Verification by program

```python
"""Time lag of hydrogen permeation through an initially empty flat membrane.

Result under test: a constant net entry flux J0 gives the lag L^2/(2D), whereas
a constant entry concentration gives L^2/(6D). Using the second formula on
data of the first kind gives a diffusivity three times too small.
L: thickness (cm), D: diffusivity (cm^2/s), c: concentration (mol/cm^3),
J0: absorbed flux (mol/cm^2/s), lag: time intercept of the late straight
line of cumulative exit amount. The exit face is at c = 0 unless stated.
The lag is measured on a finite-volume membrane, solved by diagonalization.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

L = 0.1
D = 1.0e-6
current_density = 5.0e-6          # absorbed hydrogen, A/cm^2
temperature = 298.15              # K
faraday = constants.N_A * constants.e
J0 = current_density / faraday
t_diff = L**2 / D
c_entry = J0 * L / D              # steady entry concentration


class Membrane:
    """Net entry flux = supply - loss_rate*c(0); exit flux = exit_rate*c(L)."""

    def __init__(self, supply, loss_rate, exit_rate=np.inf, cells=200):
        h = L / cells
        self.h = h
        damping = 1 + loss_rate * h / (2 * D)
        self.entry_const = supply / damping
        self.entry_slope = loss_rate / damping
        self.exit_slope = 1 / (1 / exit_rate + h / (2 * D))
        diagonal = np.full(cells, 2 * D / h)
        diagonal[0] = D / h + self.entry_slope
        diagonal[-1] = D / h + self.exit_slope
        off = np.full(cells - 1, -D / h)
        matrix = (np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)) / h
        self.rates, self.modes = np.linalg.eigh(matrix)
        source = np.zeros(cells)
        source[0] = self.entry_const / h
        self.weights = (self.modes.T @ source) / self.rates
        self.steady = self.modes @ self.weights

    def concentration(self, t):
        return self.modes @ (self.weights * -np.expm1(-self.rates * t))

    def exit_flux(self, t):
        return self.exit_slope * self.concentration(t)[-1]

    def amounts(self, t):
        """Cumulative amounts that have entered and left up to time t."""
        transient = self.weights * -np.expm1(-self.rates * t) / self.rates
        integral = self.steady * t - self.modes @ transient
        entered = self.entry_const * t - self.entry_slope * integral[0]
        return entered, self.exit_slope * integral[-1]

    def intercepts(self):
        """Time intercepts of the late lines of entry and exit amounts."""
        times = np.linspace(8, 12, 9) * t_diff
        data = np.array([self.amounts(t) for t in times])
        result = []
        for column in data.T:
            slope, offset = np.polyfit(times, column, 1)
            result.append(-offset / slope)
        return result


def series_flux(tau):
    """Exit flux over steady flux, constant entry flux; tau = D t/L^2."""
    n = np.arange(80)
    m = 2 * n + 1
    return 1 - 4 / np.pi * np.sum((-1.0)**n / m * np.exp(-m**2 * np.pi**2 * tau / 4))


def series_conc(tau):
    """Exit flux over steady flux, constant entry concentration."""
    n = np.arange(1, 80)
    return 1 + 2 * np.sum((-1.0)**n * np.exp(-n**2 * np.pi**2 * tau))


def time_at(series, fraction):
    return t_diff * brentq(lambda tau: series(tau) - fraction, 0.02, 6)


# Two charging modes with the same steady flux.
fixed_flux = Membrane(J0, 0.0)
big_rate = 1.0e9                  # pins the entry concentration
fixed_conc = Membrane(big_rate * c_entry, big_rate)
lag_flux = fixed_flux.intercepts()[1]
entry_shift, lag_conc = fixed_conc.intercepts()
assert abs(lag_flux / (t_diff / 2) - 1) < 1e-4
assert abs(lag_conc / (t_diff / 6) - 1) < 2e-4
assert abs(-entry_shift / (t_diff / 3) - 1) < 2e-4
store_flux = fixed_flux.steady.sum() * fixed_flux.h
store_conc = fixed_conc.steady.sum() * fixed_conc.h
assert abs(store_flux / (J0 * lag_flux) - 1) < 1e-4
assert abs(store_conc / store_flux - 1) < 1e-4
coarse_lag = Membrane(big_rate * c_entry, big_rate, cells=100).intercepts()[1]
mesh_shift = lag_conc - coarse_lag
assert abs(mesh_shift / lag_conc) < 5e-4

D_wrong = L**2 / (6 * lag_flux)
D_right = L**2 / (2 * lag_flux)
assert abs(D_wrong / D - 1 / 3) < 1e-4

# Series transients against the finite-volume membrane.
for tau in (0.05, 0.1, 0.3, 1.0):
    t = tau * t_diff
    assert abs(fixed_flux.exit_flux(t) / J0 - series_flux(tau)) < 2e-4
    assert abs(fixed_conc.exit_flux(t) / J0 - series_conc(tau)) < 2e-4
relax_flux = 1 / fixed_flux.rates[0]
relax_conc = 1 / fixed_conc.rates[0]
assert abs(relax_flux / relax_conc - 4) < 1e-3

# Early rise of entry concentration under constant flux.
for tau in (0.01, 0.05):
    t = tau * t_diff
    surface = fixed_flux.concentration(t)[0] + J0 * fixed_flux.h / (2 * D)
    assert abs(surface / (2 * J0 * np.sqrt(t / (np.pi * D))) - 1) < 2e-3
t_early = 0.05 * t_diff
early_surface = fixed_flux.concentration(t_early)[0] + J0 * fixed_flux.h / (2 * D)

# Part of the supplied hydrogen returns at the entry face.
efficiencies = (0.95, 0.5, 0.005)
return_lags = []
for eta in efficiencies:
    loss = (1 / eta - 1) * D / L
    leaky = Membrane(J0 / eta, loss)
    assert abs(leaky.exit_flux(20 * t_diff) / (J0 / eta) / eta - 1) < 1e-6
    measured = leaky.intercepts()[1]
    assert abs(measured / (t_diff / 6 * (1 + 2 * eta)) - 1) < 3e-4
    return_lags.append(measured)

# Finite exit transfer rate.
exit_rate = 1.0e-3                # cm/s
lag_exit = Membrane(J0, 0.0, exit_rate).intercepts()[1]
assert abs(lag_exit - t_diff / 2 - L / exit_rate) < 1e-3 * L / exit_rate

# Saturable traps in local equilibrium: nonlinear time integration in scaled
# variables u = c/c_entry, x/L and D t/L^2.
trap_density = 1.0e-6             # mol/cm^3
binding = 100.0                   # trap equilibrium constant times c_entry
trap_ratio = trap_density / c_entry
cells = 120
step = 1 / cells


def trapped_rhs(tau, state):
    u = state[:-1]
    flux = np.empty(cells + 1)
    flux[0] = 1.0
    flux[1:-1] = (u[:-1] - u[1:]) / step
    flux[-1] = 2 * u[-1] / step
    capacity = 1 + trap_ratio * binding / (1 + binding * u)**2
    return np.append((flux[:-1] - flux[1:]) / step / capacity, flux[-1])


tau_end = 12.0
run = solve_ivp(trapped_rhs, (0, tau_end), np.zeros(cells + 1), method="LSODA",
                rtol=1e-8, atol=1e-10, lband=1, uband=1)
assert run.success
final_flux = 2 * run.y[-2, -1] / step
assert abs(final_flux - 1) < 1e-5
lag_trap = t_diff * (tau_end - run.y[-1, -1] / final_flux)
trap_extra = trap_density * L / J0 * (1 - np.log1p(binding) / binding)
assert abs(lag_trap / (t_diff / 2 + trap_extra) - 1) < 1e-3

# Temperature error and dilution, with round assumed inputs.
barrier = 0.1                     # eV
kB = constants.k / constants.e
warming = np.expm1(barrier / kB * (1 / temperature - 1 / (temperature + 1)))
host_density = 0.14               # metal atoms, mol/cm^3
dilution = c_entry / host_density
assert dilution < 1e-3

print(f"Thickness: {L*10:.1f} mm; true D: {D:.2e} cm2/s")
print(f"Absorbed current density: {current_density*1e6:.1f} uA/cm2")
print(f"Absorbed flux J0: {J0:.4e} mol/(cm2 s)")
print(f"Steady entry concentration: {c_entry:.3e} mol/cm3")
print(f"Stored charge at steady state: {store_flux*faraday*1e3:.2f} mC/cm2")
print(f"Measured lag, constant flux: {lag_flux:.1f} s = {lag_flux/3600:.3f} h")
print(f"Measured lag, constant concentration: {lag_conc:.1f} s")
print(f"Mesh shift of that lag, 100 to 200 cells: {mesh_shift:.3f} s")
print(f"Entry surge, constant concentration: {-entry_shift:.1f} s of steady flux")
print(f"D from L^2/(6 lag), constant-flux data: {D_wrong:.4e} cm2/s")
print(f"D from L^2/(2 lag), constant-flux data: {D_right:.4e} cm2/s")
print(f"True D over wrongly inferred D: {D/D_wrong:.4f}")
print(f"Slowest relaxation time, constant flux: {relax_flux:.1f} s")
print(f"Slowest relaxation time, constant concentration: {relax_conc:.1f} s")
print(f"Entry concentration at {t_early:.0f} s, constant flux: "
      f"{early_surface/c_entry:.4f} of steady value")
for name, series, lag in (("constant flux", series_flux, lag_flux),
                          ("constant concentration", series_conc, lag_conc)):
    t10, t63, t90 = (time_at(series, f) for f in (0.10, 0.63, 0.90))
    print(f"{name}: flux fraction at its own lag {series(lag/t_diff):.4f}")
    print(f"{name}: t10 {t10:.1f} s, t63 {t63:.1f} s, t90 {t90:.1f} s")
    print(f"{name}: t90/t10 = {t90/t10:.3f}")
    print(f"{name}: D from L^2/(6 t63) = {L**2/(6*t63):.3e} cm2/s")
for t in (10000.0, 20000.0):
    tangent = t - fixed_flux.amounts(t)[1] / fixed_flux.exit_flux(t)
    print(f"Constant flux, tangent drawn at {t:.0f} s: intercept {tangent:.1f} s")
for eta, lag in zip(efficiencies, return_lags):
    print(f"Absorbed fraction {eta:.3f} (supply {current_density/eta*1e6:.2f} "
          f"uA/cm2): lag {lag:.1f} s")
    print(f"  D from L^2/(2 lag): {L**2/(2*lag):.3e} cm2/s")
print(f"Exit transfer rate {exit_rate:.1e} cm/s: lag {lag_exit:.1f} s")
print(f"Trap density {trap_density:.1e} mol/cm3, K*c0 = {binding:.0f}")
print(f"  lag with traps {lag_trap:.1f} s; formula's added lag {trap_extra:.1f} s")
print(f"  D from L^2/(2 lag) with traps: {L**2/(2*lag_trap):.3e} cm2/s")
print(f"Change of D for +1 K at {temperature:.2f} K, barrier {barrier:.1f} eV: "
      f"{warming*100:.2f} %")
print(f"Assumed host density: {host_density:.2f} mol/cm3")
print(f"Hydrogen per metal atom at entry: {dilution*1e6:.1f} ppm")
print("done: every assertion held")
```

Running it gives:

```
Thickness: 1.0 mm; true D: 1.00e-06 cm2/s
Absorbed current density: 5.0 uA/cm2
Absorbed flux J0: 5.1821e-11 mol/(cm2 s)
Steady entry concentration: 5.182e-06 mol/cm3
Stored charge at steady state: 25.00 mC/cm2
Measured lag, constant flux: 5000.0 s = 1.389 h
Measured lag, constant concentration: 1666.7 s
Mesh shift of that lag, 100 to 200 cells: -0.063 s
Entry surge, constant concentration: 3333.3 s of steady flux
D from L^2/(6 lag), constant-flux data: 3.3333e-07 cm2/s
D from L^2/(2 lag), constant-flux data: 1.0000e-06 cm2/s
True D over wrongly inferred D: 3.0000
Slowest relaxation time, constant flux: 4052.9 s
Slowest relaxation time, constant concentration: 1013.2 s
Entry concentration at 500 s, constant flux: 0.2523 of steady value
constant flux: flux fraction at its own lag 0.6292
constant flux: t10 1301.6 s, t63 5008.5 s, t90 10311.0 s
constant flux: t90/t10 = 7.922
constant flux: D from L^2/(6 t63) = 3.328e-07 cm2/s
constant concentration: flux fraction at its own lag 0.6167
constant concentration: t10 661.1 s, t63 1703.1 s, t90 3035.2 s
constant concentration: t90/t10 = 4.591
constant concentration: D from L^2/(6 t63) = 9.786e-07 cm2/s
Constant flux, tangent drawn at 10000 s: intercept 3904.2 s
Constant flux, tangent drawn at 20000 s: intercept 4823.9 s
Absorbed fraction 0.950 (supply 5.26 uA/cm2): lag 4833.3 s
  D from L^2/(2 lag): 1.034e-06 cm2/s
Absorbed fraction 0.500 (supply 10.00 uA/cm2): lag 3333.3 s
  D from L^2/(2 lag): 1.500e-06 cm2/s
Absorbed fraction 0.005 (supply 1000.00 uA/cm2): lag 1683.4 s
  D from L^2/(2 lag): 2.970e-06 cm2/s
Exit transfer rate 1.0e-03 cm/s: lag 5100.0 s
Trap density 1.0e-06 mol/cm3, K*c0 = 100
  lag with traps 6841.2 s; formula's added lag 1840.6 s
  D from L^2/(2 lag) with traps: 7.309e-07 cm2/s
Change of D for +1 K at 298.15 K, barrier 0.1 eV: 1.31 %
Assumed host density: 0.14 mol/cm3
Hydrogen per metal atom at entry: 37.0 ppm
done: every assertion held
```
